# Multislice as operator splitting: slice error, band limit and Bloch-wave check: test program

```python
"""Multislice electron diffraction tested against Bloch waves.

Result under test: for d(psi)/dz = (A + B) psi, A = (i/2k) Laplacian and
B = i sigma V, the plain slice exp(dz A) exp(dz B) gives a wave error of first
order in dz, and the symmetric slice exp(dz A/2) exp(dz B) exp(dz A/2) one of
second order. Plane-wave diffraction intensities are second order in both.
A product of two functions with beam indices |n| <= K on an N x N grid is
alias-free in the retained disc when 3K < N.
Symbols: k wave number, sigma interaction constant, V potential in volts,
a cell side, dz slice thickness, n integer beam index, g = 2 pi n / a.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, expm
from scipy.signal import convolve2d

nm = 1e-9
voltage = 200e3
rest_energy = sc.m_e * sc.c**2


def wavenumber(volts):
    kinetic = sc.e * volts
    return np.sqrt(kinetic * (kinetic + 2 * rest_energy)) / (sc.hbar * sc.c)


k = wavenumber(voltage)
lam = 2 * np.pi / k
gamma_rel = 1 + sc.e * voltage / rest_energy
sigma = gamma_rel * sc.m_e * sc.e / (sc.hbar**2 * k)
# The interaction constant is the change of wave number per volt.
slope = (wavenumber(voltage + 10) - wavenumber(voltage - 10)) / 20
assert abs(slope / sigma - 1) < 1e-7

# ---- Fresnel propagation: Fourier phase against direct quadrature ----
box, points, width, distance = 1.6 * nm, 512, 0.03 * nm, 2 * nm
x = (np.arange(points) - points // 2) * box / points
start = np.exp(-x**2 / (2 * width**2))
freq = 2 * np.pi * np.fft.fftfreq(points, box / points)
by_fourier = np.fft.ifft(np.exp(-1j * freq**2 * distance / (2 * k))
                         * np.fft.fft(start))
for j in (points // 2, points // 2 + 9, points // 2 - 25):
    kernel = np.sqrt(k / (2j * np.pi * distance)) * np.exp(
        1j * k * (x[j] - x)**2 / (2 * distance))
    assert abs(np.sum(kernel * start) * box / points - by_fourier[j]) < 1e-9

# ---- Aliasing: grid product against explicit linear convolution ----
rng = np.random.default_rng(4)
K_small = 5
n = np.arange(-K_small, K_small + 1)
disc = n[:, None]**2 + n[None, :]**2 <= K_small**2
shape = disc.shape
f1 = disc * (rng.normal(size=shape) + 1j * rng.normal(size=shape))
f2 = disc * (rng.normal(size=shape) + 1j * rng.normal(size=shape))
linear = convolve2d(f1, f2)[K_small:-K_small, K_small:-K_small]


def alias_error(N):
    pick = np.ix_(n, n)
    c1, c2 = np.zeros((N, N), complex), np.zeros((N, N), complex)
    c1[pick], c2[pick] = f1, f2
    prod = np.fft.fft2(np.fft.ifft2(c1) * np.fft.ifft2(c2)) * N**2
    return np.max(np.abs((prod[pick] - linear)[disc]))


alias_ok = alias_error(3 * K_small + 1)
alias_bad = alias_error(3 * K_small)
assert alias_ok < 1e-11 and alias_bad > 0.01

# ---- Model crystal: two Gaussian columns in a square cell ----
a, s, thickness = 0.4 * nm, 0.04 * nm, 20 * nm
columns = [(200.0, 0.0, 0.0), (100.0, 0.5, 0.3)]  # peak volts, x/a, y/a
G = 2 * np.pi / a


def grid_potential(N):
    u = np.arange(N) / N
    V = np.zeros((N, N))
    for peak, cx, cy in columns:
        gx = sum(np.exp(-((u - cx - i) * a)**2 / (2 * s**2))
                 for i in range(-2, 3))
        gy = sum(np.exp(-((u - cy - i) * a)**2 / (2 * s**2))
                 for i in range(-2, 3))
        V += peak * np.outer(gx, gy)
    return V


def multislice(N, K, steps, entrance, symmetric):
    """Beam amplitudes at the exit; K = None switches the band limit off."""
    m = np.rint(np.fft.fftfreq(N) * N)
    m2 = m[:, None]**2 + m[None, :]**2
    mask = np.ones((N, N)) if K is None else (m2 <= K * K).astype(float)
    dz = thickness / steps
    t = np.exp(1j * sigma * grid_potential(N) * dz)
    if K is not None:
        t = np.fft.ifft2(mask * np.fft.fft2(t))
    full = mask * np.exp(-1j * G**2 * m2 * dz / (2 * k))
    half = mask * np.exp(-1j * G**2 * m2 * dz / (4 * k))
    before, after = (half, half) if symmetric else (mask, full)
    amp = entrance.astype(complex)
    for _ in range(steps):
        amp = after * np.fft.fft2(t * np.fft.ifft2(before * amp))
    return amp


def bloch_matrix(K, cut=None):
    """Beams in the disc |n| <= K and the Hermitian structure matrix."""
    m = np.arange(-K, K + 1)
    mx, my = np.meshgrid(m, m, indexing="ij")
    inside = mx**2 + my**2 <= K * K
    px, py = mx[inside], my[inside]
    dx, dy = px[:, None] - px, py[:, None] - py
    d2 = dx**2 + dy**2
    V = np.zeros(d2.shape, complex)
    for peak, cx, cy in columns:
        V += peak * np.exp(-2j * np.pi * (dx * cx + dy * cy))
    V *= 2 * np.pi * s**2 / a**2 * np.exp(-G**2 * d2 * s**2 / 2)
    if cut is not None:
        V = V * (d2 <= cut * cut)
    return px, py, sigma * V - np.diag(G**2 * (px**2 + py**2) / (2 * k))


def plane(N):
    amp = np.zeros((N, N), complex)
    amp[0, 0] = 1
    return amp


N, K = 48, 15
assert 3 * K < N
px, py, M = bloch_matrix(K)
eigenvalues, C = eigh(M)


def bloch_exit(entrance, rates):
    return C @ (np.exp(1j * rates * thickness) * (C.conj().T @ entrance))


plane_in = plane(N)
m = np.rint(np.fft.fftfreq(N) * N)
aperture = 4
probe_in = ((m[:, None]**2 + m[None, :]**2 <= aperture**2)
            * np.exp(-2j * np.pi * 0.1 * m[:, None]))
probe_in = probe_in / np.linalg.norm(probe_in)
exact = bloch_exit(plane_in[px, py], eigenvalues)
exact_probe = bloch_exit(probe_in[px, py], eigenvalues)
I_exact, I_probe = abs(exact)**2, abs(exact_probe)**2

step_list = [50, 100, 200, 400, 800]
rows, saved = [], {}
for steps in step_list:
    plain = multislice(N, K, steps, plane_in, False)[px, py]
    symm = multislice(N, K, steps, plane_in, True)[px, py]
    probe = multislice(N, K, steps, probe_in, False)[px, py]
    # Two separately computed slicings share the plane-wave intensities.
    assert np.max(np.abs(abs(plain)**2 - abs(symm)**2)) < 1e-10
    rows.append([np.linalg.norm(plain - exact),
                 np.linalg.norm(symm - exact),
                 np.linalg.norm(abs(plain)**2 - I_exact),
                 np.linalg.norm(abs(probe)**2 - I_probe)])
    saved[steps] = plain
rows = np.array(rows)
ratios = rows[-2] / rows[-1]
assert abs(ratios[0] - 2) < 0.1, ratios
assert abs(ratios[1] - 4) < 0.2, ratios
assert abs(ratios[2] - 4) < 0.2, ratios
assert abs(ratios[3] - 2) < 0.2, ratios

# Leading wave error of the plain slicing: half a slice of free propagation.
dz_fine = thickness / step_list[-1]
lead = dz_fine / 2 * np.linalg.norm(G**2 * (px**2 + py**2) / (2 * k) * exact)
assert abs(rows[-1, 0] / lead - 1) < 0.05

# Forward waves with the second z-derivative kept.
wide_rates = 2 * k * eigenvalues / (k + np.sqrt(k**2 + 2 * k * eigenvalues))
wide = bloch_exit(plane_in[px, py], wide_rates)
floor = np.linalg.norm(wide - exact)
floor_formula = thickness * np.linalg.norm(M @ (M @ plane_in[px, py])) / (2 * k)
assert abs(floor / floor_formula - 1) < 0.03
floor_intensity = np.linalg.norm(abs(wide)**2 - I_exact)

# ---- Coarse grid: limit, order and norm with and without band limit ----
Nc, Kc = 12, 3
qx, qy, Mc = bloch_matrix(Kc, cut=Kc)
coarse_exact = expm(1j * thickness * Mc) @ plane(Nc)[qx, qy]
coarse_err, norm_dev = [], []
for steps in (1600, 3200):
    amp = multislice(Nc, Kc, steps, plane(Nc), True)
    coarse_err.append(np.linalg.norm(amp[qx, qy] - coarse_exact))
    norm_dev.append(np.sum(abs(amp)**2) - 1)
coarse_ratio = coarse_err[0] / coarse_err[1]
norm_ratio = norm_dev[0] / norm_dev[1]
assert abs(coarse_ratio - 2) < 0.2, coarse_ratio
assert abs(norm_ratio - 2) < 0.2, norm_ratio


def error_to_fine(amp):
    inside = (abs(px) < Nc // 2) & (abs(py) < Nc // 2)
    embedded = np.zeros(len(px), complex)
    embedded[inside] = amp[px[inside], py[inside]]
    return np.linalg.norm(embedded - exact)


open_amp = multislice(Nc, None, 400, plane(Nc), True)
limited_amp = multislice(Nc, Kc, 400, plane(Nc), True)
open_norm, limited_norm = np.sum(abs(open_amp)**2), np.sum(abs(limited_amp)**2)
open_error, limited_error = error_to_fine(open_amp), error_to_fine(limited_amp)
assert abs(open_norm - 1) < 1e-10 and open_error > 1e-3

# ---- One-dimensional row of beams: the error operator itself ----
K1, U1 = 12, 100.0
n1 = np.arange(-K1, K1 + 1)
size = len(n1)


def hop(q):
    return np.eye(size, k=-q)


def comm(P, Q):
    return P @ Q - Q @ P


A = -1j * np.diag((G * n1)**2 / (2 * k))
# V(x) = U1 [cos(Gx) + sin(2Gx)/2]
V1 = U1 * (0.5 * (hop(1) + hop(-1)) - 0.25j * (hop(2) - hop(-2)))
B = 1j * sigma * V1
AAB, BBA = comm(A, comm(A, B)), comm(B, comm(A, B))
xs = np.arange(64) * a / 64
gradient = U1 * G * (-np.sin(G * xs) + np.cos(2 * G * xs))
W = np.fft.fft(gradient**2) / 64
local_form = 1j * sigma**2 / k * W[(n1[:, None] - n1) % 64]
inner = slice(4, size - 4)
assert (np.max(abs((BBA - local_form)[inner, inner]))
        < 1e-9 * np.max(abs(local_form)))
E3 = -AAB / 24 - BBA / 12
psi0 = (n1 == 0).astype(complex)
length = 10 * nm
bare, corrected = [], []
for steps in (100, 200):
    dz = length / steps
    S = expm(dz * A / 2) @ expm(dz * B) @ expm(dz * A / 2)
    out = np.linalg.matrix_power(S, steps) @ psi0
    bare.append(np.linalg.norm(out - expm(length * (A + B)) @ psi0))
    corrected.append(np.linalg.norm(
        out - expm(length * (A + B + dz**2 * E3)) @ psi0))
bare_ratio, corrected_ratio = bare[0] / bare[1], corrected[0] / corrected[1]
assert abs(bare_ratio - 4) < 0.2, bare_ratio
assert abs(corrected_ratio - 16) < 1.6, corrected_ratio

# ---- Potential varying along the beam, against an ODE integrator ----
period, depth = 2 * nm, 4 * nm
qz = 2 * np.pi / period


def V_moving(factor):
    """U1 [cos(Gx) + cos(2Gx - qz z)], factor standing for exp(-i qz z)."""
    return U1 / 2 * (hop(1) + hop(-1) + factor * hop(2)
                     + np.conj(factor) * hop(-2))


reference = solve_ivp(
    lambda u, y: nm * (A @ y + 1j * sigma
                       * (V_moving(np.exp(-1j * qz * u * nm)) @ y)),
    (0, depth / nm), psi0, method="DOP853", rtol=1e-11, atol=1e-13).y[:, -1]
moving = []
for steps in (80, 160):
    dz = depth / steps
    half, full = np.exp(np.diag(A) * dz / 2), np.exp(np.diag(A) * dz)
    y_plain, y_symm = psi0.copy(), psi0.copy()
    for j in range(steps):
        mean = np.sinc(qz * dz / (2 * np.pi)) * np.exp(-1j * qz * (j + 0.5) * dz)
        T = expm(1j * sigma * dz * V_moving(mean))
        y_plain = full * (T @ y_plain)
        y_symm = half * (T @ (half * y_symm))
    moving.append([np.linalg.norm(y_plain - reference),
                   np.linalg.norm(y_symm - reference)])
moving_ratio = np.array(moving[0]) / np.array(moving[1])
assert abs(moving_ratio[0] - 2) < 0.15, moving_ratio
assert abs(moving_ratio[1] - 4) < 0.2, moving_ratio

# ---- Printed numbers ----
V_grid = grid_potential(N)
print(f"accelerating voltage: {voltage/1e3:.0f} kV")
print(f"wavelength: {lam/1e-12:.4f} pm")
print(f"wave number k: {k*nm:.2f} rad/nm")
print(f"relativistic factor gamma: {gamma_rel:.5f}")
print(f"interaction constant sigma: {sigma*nm:.6f} rad/(V nm)")
print(f"cell side {a/nm:.2f} nm, column width {s/nm:.3f} nm, "
      f"thickness {thickness/nm:.0f} nm")
for peak, cx, cy in columns:
    print(f"column: peak {peak:.0f} V at x/a = {cx:.1f}, y/a = {cy:.1f}")
print(f"mean potential: {V_grid.mean():.3f} V; maximum: {V_grid.max():.2f} V")
print(f"grid N = {N}, band limit K = {K}, Bloch beams: {len(px)}")
print(f"scattering angle at band limit: {K*lam/a*1e3:.2f} mrad")
print(f"transmission phase, 0.2 nm slice, maximum: "
      f"{sigma*V_grid.max()*0.2*nm:.4f} rad")
print(f"propagation phase, 0.2 nm slice, at band limit: "
      f"{(G*K)**2*0.2*nm/(2*k):.4f} rad")
print(f"alias error, K = {K_small}: N = {3*K_small+1}: {alias_ok:.1e}; "
      f"N = {3*K_small}: {alias_bad:.3f} (dimensionless)")
print("errors (dimensionless norms): plain wave | symmetric wave | "
      "plane-wave intensity | probe intensity")
for steps, r in zip(step_list, rows):
    print(f"  slice {thickness/steps/nm:.3f} nm: {r[0]:.3e} | {r[1]:.3e} | "
          f"{r[2]:.3e} | {r[3]:.3e}")
print("last halving, error ratios: " + " | ".join(f"{r:.3f}" for r in ratios))
print(f"probe: aperture index {aperture}, semi-angle "
      f"{aperture*lam/a*1e3:.2f} mrad, centre x/a = 0.1, y/a = 0")
print(f"half-slice prediction of plain wave error at "
      f"{dz_fine/nm:.3f} nm: {lead:.3e}")
for h in ((0, 0), (1, 0), (0, 1), (0, -1), (1, 1)):
    j = np.flatnonzero((px == h[0]) & (py == h[1]))[0]
    print(f"intensity of beam {h}: Bloch {I_exact[j]:.6f}; multislice 0.2 nm "
          f"{abs(saved[100][j])**2:.6f}; 0.025 nm {abs(saved[800][j])**2:.6f}")
print(f"norm deviation, N = {N}, 0.2 nm slices: "
      f"{np.sum(abs(saved[100])**2)-1:.1e}")
print(f"small-angle wave error: {floor:.3e}; formula: {floor_formula:.3e}")
print(f"small-angle intensity error: {floor_intensity:.3e}")
print(f"coarse grid N = {Nc}, K = {Kc}, beams: {len(qx)}")
print(f"coarse, symmetric, error to same-beam Bloch: 0.0125 nm "
      f"{coarse_err[0]:.3e}; 0.00625 nm {coarse_err[1]:.3e}; "
      f"ratio {coarse_ratio:.3f}")
print(f"coarse norm deviation: 0.0125 nm {norm_dev[0]:.3e}; "
      f"0.00625 nm {norm_dev[1]:.3e}; ratio {norm_ratio:.3f}")
print(f"coarse, 0.05 nm, no band limit: norm {open_norm:.10f}, "
      f"error to fine Bloch {open_error:.4f}")
print(f"coarse, 0.05 nm, band limit: norm {limited_norm:.6f}, "
      f"error to fine Bloch {limited_error:.4f}")
print(f"row model, slices 0.1 and 0.05 nm: symmetric error {bare[0]:.3e}, "
      f"{bare[1]:.3e}; ratio {bare_ratio:.3f}")
print(f"row model with error operator included: {corrected[0]:.3e}, "
      f"{corrected[1]:.3e}; ratio {corrected_ratio:.3f}")
print(f"z-dependent model, slices 0.05 and 0.025 nm: plain {moving[0][0]:.3e}, "
      f"{moving[1][0]:.3e}; ratio {moving_ratio[0]:.3f}")
print(f"z-dependent model, symmetric: {moving[0][1]:.3e}, "
      f"{moving[1][1]:.3e}; ratio {moving_ratio[1]:.3f}")
print("all assertions hold")
```

Printed output:

```
accelerating voltage: 200 kV
wavelength: 2.5079 pm
wave number k: 2505.32 rad/nm
relativistic factor gamma: 1.39139
interaction constant sigma: 0.007288 rad/(V nm)
cell side 0.40 nm, column width 0.040 nm, thickness 20 nm
column: peak 200 V at x/a = 0.0, y/a = 0.0
column: peak 100 V at x/a = 0.5, y/a = 0.3
mean potential: 18.850 V; maximum: 200.00 V
grid N = 48, band limit K = 15, Bloch beams: 709
scattering angle at band limit: 94.05 mrad
transmission phase, 0.2 nm slice, maximum: 0.2915 rad
propagation phase, 0.2 nm slice, at band limit: 2.2159 rad
alias error, K = 5: N = 16: 9.7e-15; N = 15: 4.551 (dimensionless)
errors (dimensionless norms): plain wave | symmetric wave | plane-wave intensity | probe intensity
  slice 0.400 nm: 1.043e-01 | 7.729e-03 | 1.267e-03 | 9.528e-03
  slice 0.200 nm: 5.074e-02 | 1.927e-03 | 3.165e-04 | 4.689e-03
  slice 0.100 nm: 2.502e-02 | 4.815e-04 | 7.912e-05 | 2.328e-03
  slice 0.050 nm: 1.242e-02 | 1.204e-04 | 1.978e-05 | 1.160e-03
  slice 0.025 nm: 6.190e-03 | 3.009e-05 | 4.945e-06 | 5.793e-04
last halving, error ratios: 2.007 | 4.000 | 4.000 | 2.003
probe: aperture index 4, semi-angle 25.08 mrad, centre x/a = 0.1, y/a = 0
half-slice prediction of plain wave error at 0.025 nm: 6.169e-03
intensity of beam (0, 0): Bloch 0.144636; multislice 0.2 nm 0.144385; 0.025 nm 0.144632
intensity of beam (1, 0): Bloch 0.060773; multislice 0.2 nm 0.060859; 0.025 nm 0.060774
intensity of beam (0, 1): Bloch 0.019046; multislice 0.2 nm 0.019131; 0.025 nm 0.019048
intensity of beam (0, -1): Bloch 0.115647; multislice 0.2 nm 0.115724; 0.025 nm 0.115649
intensity of beam (1, 1): Bloch 0.028049; multislice 0.2 nm 0.028059; 0.025 nm 0.028050
norm deviation, N = 48, 0.2 nm slices: -1.6e-09
small-angle wave error: 9.246e-04; formula: 9.249e-04
small-angle intensity error: 1.689e-04
coarse grid N = 12, K = 3, beams: 29
coarse, symmetric, error to same-beam Bloch: 0.0125 nm 4.299e-03; 0.00625 nm 2.155e-03; ratio 1.995
coarse norm deviation: 0.0125 nm -2.773e-03; 0.00625 nm -1.396e-03; ratio 1.987
coarse, 0.05 nm, no band limit: norm 1.0000000000, error to fine Bloch 0.4051
coarse, 0.05 nm, band limit: norm 0.989339, error to fine Bloch 1.1903
row model, slices 0.1 and 0.05 nm: symmetric error 2.221e-04, 5.551e-05; ratio 4.000
row model with error operator included: 6.850e-08, 4.280e-09; ratio 16.003
z-dependent model, slices 0.05 and 0.025 nm: plain 7.575e-03, 3.774e-03; ratio 2.007
z-dependent model, symmetric: 7.525e-05, 1.881e-05; ratio 4.001
all assertions hold
```
